\section*{Linear-response Hubbard $U$: what it measures and what the correction removes, part 1}

(Sections cited here and not found follow in the second part.)

\section{The Hubbard $U$ from linear response}

\subsection{One electron on two sites}

Let one electron occupy two orthonormal orbitals $A$ and $B$ of equal energy, coupled by a hopping $-t$ with $t>0$. The real state $\sqrt{q}\,|A\rangle+\sqrt{1-q}\,|B\rangle$ has occupation $q$ on $A$ and one-electron energy $-2t\sqrt{q(1-q)}$. A mean-field functional adds a spurious interaction of the electron with itself, modelled here by $\tfrac12U_s q^2+\tfrac12U_s(1-q)^2+Vq(1-q)$ with on-site repulsion $U_s$ and intersite repulsion $V$. Its second derivative is $K=2U_s-2V$ and it is even in $x=q-\tfrac12$, so it equals $\tfrac12Kx^2$ plus a constant. With $\sqrt{q(1-q)}=\tfrac12\sqrt{1-4x^2}=\tfrac12(1-2x^2-\dots)$,
\begin{equation}
E(q)=\text{const}+\tfrac12(4t+K)x^2+O(x^4).
\end{equation}
Shift the level $A$ by $\alpha$, which adds $\alpha q$ to the energy. The minimum obeys $(4t+K)x+\alpha=0$, so the screened response is $\chi=dq/d\alpha=-1/(4t+K)$. The mean-field potential on $A$ relative to $B$ is $Kx$. If it is frozen at its value for $x=0$, the term $K$ drops out and the bare response is $\chi_0=-1/(4t)$. Therefore
\begin{equation}
U\equiv\frac1{\chi_0}-\frac1{\chi}=-4t+(4t+K)=K .
\end{equation}
The term $\tfrac12Uq(1-q)=\tfrac18U-\tfrac12Ux^2$ cancels $\tfrac12Kx^2$ and leaves the curvature $4t=2\Delta$, where $\Delta=2t$ is the bonding--antibonding gap. This remainder is physical, since the exact one-electron problem has $K=0$ and curvature $4t$. The correction removes the interaction part of the curvature, and the energy becomes linear in $q$ only as $t\to0$. Because the charge comes from $B$, the $U$ measured is the charge-transfer quantity $2U_s-2V$ and not $U_s$. Since $q_B(1-q_B)=q(1-q)$, a correction placed on both sites counts twice and would need $U/2$ on each.

\subsection{Constrained energy and the two responses}

Hartree atomic units are used. $D$ is the one-particle density matrix per spin, built from real orbitals, and $P=|\varphi\rangle\langle\varphi|$ is a fixed projector on a normalised orbital. The occupation per spin is $n=\mathrm{Tr}\,PD$ and the constrained charge is $q=gn$, with $g=1$ when only spin-up electrons are present and $g=2$ for a spin-restricted state with both spins shifted. $E[D]$ is a Kohn--Sham functional whose Hartree and exchange-correlation potential is local. The electron number is fixed, the occupied levels are separated from the empty ones by a gap, and the minimiser is assumed unique and smooth in $\alpha$.

Define $F(\alpha)=\min_D\{E[D]+\alpha q[D]\}$. The bracket is stationary at the minimiser, so only the explicit dependence on $\alpha$ survives differentiation: $dF/d\alpha=q$. As a minimum of functions linear in $\alpha$, $F$ is concave, so $\chi=dq/d\alpha=F''\le0$; $\chi<0$ is assumed. The minimiser also minimises $E$ among all $D$ with the same $q$, because $\alpha q$ is constant on that set. The constrained energy is thus $E(q)=F(\alpha)-\alpha q$, and
\begin{align}
\frac{dE}{dq}&=\frac{dF}{d\alpha}\frac{d\alpha}{dq}-q\frac{d\alpha}{dq}-\alpha=-\alpha,\label{slope}\\
\frac{d^2E}{dq^2}&=-\frac{d\alpha}{dq}=-\frac1\chi .\label{curv}
\end{align}
Let $H_0$ be the self-consistent Hamiltonian of the reference state, including any reference shift, with eigenvalues $\varepsilon_i$ (occupied) and $\varepsilon_a$ (empty). The independent-electron energy $E_{\rm KS}(q)$ is the minimum of $g\,\mathrm{Tr}\,H_0D$ at fixed $q$. The same argument gives $E_{\rm KS}''=-1/\chi_0$, where $\chi_0$ is the response of the ground state of $H_0+\alpha P$. The interaction part of the curvature is defined as the difference,
\begin{equation}
U(q)\equiv E''(q)-E_{\rm KS}''(q)=\frac1{\chi_0}-\frac1\chi .\label{defU}
\end{equation}

That this difference contains the interaction only follows from the Dyson equation. A small potential $W$ changes $|i\rangle$ by $\sum_a|a\rangle W_{ai}/(\varepsilon_i-\varepsilon_a)$; mixing among occupied orbitals leaves $D$ unchanged. Hence
\begin{equation}
\delta D=X_0W=\sum_{ia}\frac{W_{ai}}{\varepsilon_i-\varepsilon_a}\bigl(|a\rangle\langle i|+|i\rangle\langle a|\bigr),\qquad
\mathrm{Tr}[W'X_0W]=2\sum_{ia}\frac{W'_{ia}W_{ia}}{\varepsilon_i-\varepsilon_a},
\end{equation}
and the trace is symmetric in $W$ and $W'$. Setting both equal to $P$ gives
\begin{equation}
\chi_0=2g\sum_{ia}\frac{P_{ia}^2}{\varepsilon_i-\varepsilon_a}.\label{sos}
\end{equation}
In the self-consistent response the perturbation per unit $\alpha$ is $P+v'$, with $v'(\mathbf r)=\int f(\mathbf r,\mathbf r')\rho'(\mathbf r')\,d\mathbf r'$ and $\rho'=d\rho/d\alpha$ the change of the total density. For $g=1$ the kernel $f$ is the spin-resolved Hartree-exchange-correlation kernel $f_{\uparrow\uparrow}$. For $g=2$ each spin carries $\rho'/2$, so $v'_\uparrow=(f_{\uparrow\uparrow}+f_{\uparrow\downarrow})\rho'/2$ and $f$ is that average. Then
\begin{equation}
\chi-\chi_0=g\,\mathrm{Tr}[PX_0v']=g\,\mathrm{Tr}[v'X_0P]=\int v'\rho_0'\,d\mathbf r=\iint\rho_0'\,f\,\rho' ,
\end{equation}
where the second step is the symmetry and $\rho_0'$, the diagonal of $gX_0P$, is the bare density response. Since $1/\chi_0-1/\chi=(\chi-\chi_0)/(\chi_0\chi)$,
\begin{equation}
U=\iint s_0(\mathbf r)\,f(\mathbf r,\mathbf r')\,s(\mathbf r')\,d\mathbf r\,d\mathbf r',\qquad s_0=\frac{\rho_0'}{\chi_0},\quad s=\frac{\rho'}{\chi}.\label{kernel}
\end{equation}
$U$ is the kernel taken between the bare and the screened density change per unit of $q$, and it vanishes when $f=0$. Both shapes integrate to zero at fixed electron number, so each includes the hole left elsewhere, and both depend on the choice of $\varphi$. Equation~\eqref{kernel} does not fix the sign of $U$.

\subsection{What the term $Un(1-n)/2$ removes}

Add $E_U=g\,U_{\rm in}\,n(1-n)/2$, the Hubbard term summed over the $g$ equivalent spins. With $n=q/g$,
\begin{equation}
E_U(q)=\frac{U_{\rm in}}2\Bigl(q-\frac{q^2}g\Bigr),\qquad E_U'=U_{\rm in}\bigl(\tfrac12-n\bigr),\qquad E_U''=-\frac{U_{\rm in}}g .
\end{equation}
$E_U$ depends on $D$ through $q$ alone, so it is a constant in the minimisation at fixed $q$. The constrained minimiser is unchanged and $E_{+U}(q)=E(q)+E_U(q)$. By \eqref{slope} the shift that holds the corrected system at $q$ is $\alpha_{+U}=\alpha-U_{\rm in}(\tfrac12-n)$, which cancels the Hubbard potential $U_{\rm in}(\tfrac12-n)P$. The total $H_0$, and with it $\chi_0$, is the same as before. Applying \eqref{curv} and \eqref{defU} to the corrected functional gives
\begin{equation}
E_{+U}''=-\frac1{\chi_0}+U-\frac{U_{\rm in}}g,\qquad U_{\rm out}(q)=U(q)-\frac{U_{\rm in}}g .\label{out}
\end{equation}
For one spin-orbital and $U_{\rm in}=U$, the interaction curvature vanishes and $-1/\chi_0$ remains. Three conditions limit this.

First, for $g=2$ only half is removed. If symmetry makes $M$ spin-orbitals share $q$ equally, $E_U=\tfrac12U_{\rm in}(q-q^2/M)$ and the amount removed is $U_{\rm in}/M$. Choosing $U_{\rm in}=2U$ cancels the interaction part of the charge curvature for $g=2$, but with $n_{\uparrow,\downarrow}=n\pm m$ the term is $U_{\rm in}[n(1-n)-m^2]$, which lowers the stiffness against spin polarisation, so the restricted state need not remain a minimum once the restriction is lifted. If the orbitals of a shell are inequivalent, $E_U$ is no longer a function of $q$ and \eqref{out} does not follow.

Second, the cancellation is local. $E_U''$ is constant, while $U(q)$ in general varies with $q$; the two-site model, where $U=K$ throughout, is an exception.

Third, unless $n_0=\tfrac12$, the corrected ground state at $\alpha=0$ lies at another $q$. At the uncorrected minimum $q_0$ the slope is $E_{+U}'=U_{\rm in}(\tfrac12-n_0)$, and one Newton step gives
\begin{equation}
\delta q\approx U_{\rm in}\bigl(n_0-\tfrac12\bigr)/E_{+U}''(q_0),\label{newton}
\end{equation}
which for positive curvature points away from half filling.

\subsection{A level in contact with a reservoir}

The occupation of a projector inside a molecule is not subject to piecewise linearity, as the curvature $4t$ shows. The electron number $N$ of an open system is. The exact ground state at fractional $N$ is the ensemble of integer states with mean $N$ and lowest mean energy; if the integer energies are convex, this is the mixture of the two neighbouring integers, and $E(N)$ is their chord. Any $d^2E/dN^2\neq0$ between integers is an error of the functional.

Take one spin-up level with $D=N|\psi\rangle\langle\psi|$ and $0<N<1$. Let $\varphi$ be the optimal orbital at $N_0$, write $\psi=\sqrt{1-|\xi|^2}\,\varphi+\xi$ with $\xi\perp\varphi$, and call the energy $G(N,\xi)$. Stationarity $G_\xi=0$ gives $dE/dN=G_N=\langle\psi|H|\psi\rangle=\varepsilon$, which is Janak's theorem. Differentiating $G_\xi=0$ gives $d\xi/dN=-G_{\xi\xi}^{-1}G_{\xi N}$, so
\begin{equation}
E''(N)=G_{NN}+G_{N\xi}\frac{d\xi}{dN}=G_{NN}-G_{N\xi}G_{\xi\xi}^{-1}G_{\xi N}.\label{relax}
\end{equation}
$G_{\xi\xi}$ is positive definite at a minimum, so the relaxed curvature cannot exceed the frozen-orbital value $G_{NN}$.

Let this level alone exchange charge with a reservoir, $N=f_T(\varepsilon)=[1+e^{(\varepsilon-\mu)/T}]^{-1}$, where $T$ is a fictitious temperature and $\mu$ is set so that $N=N_0$ at $\alpha=0$. The projected occupation is $n=N(1-|\xi|^2)$, so $\delta n=\delta N$ to first order. At fixed $N_0$, $\varphi$ is an eigenvector of $P$ and remains the solution, with its eigenvalue raised by $\alpha$. A change of $N$ moves the eigenvalue by $E''\delta N$. Thus
\begin{equation}
\delta N=f_T'\,(\alpha+E''\delta N)\quad\Rightarrow\quad\frac1\chi=\frac{\alpha}{\delta N}=\frac1{f_T'}-E'' .
\end{equation}
With the Hamiltonian frozen the term $E''$ is absent and $\chi_0=f_T'=-N_0(1-N_0)/T$. Hence $U=E''(N_0)$ for every $T$: the response formula returns the violation of linearity itself.

Adding $E_U(n)$ changes the entries of \eqref{relax} at $\xi=0$ as follows. $G_{NN}$ gains $-U$. $G_{N\xi}$ gains nothing, because $\partial_\xi n$ and $\partial_N\partial_\xi n$ are proportional to $\xi$. $G_{\xi\xi}$ gains $E_U'\,\partial^2_\xi n=-2N_0U(\tfrac12-N_0)$, which vanishes at $N_0=\tfrac12$. There the corrected curvature is exactly $E''-U=0$.

\subsection{Algorithm}

\begin{enumerate}
\item Converge the reference state at $\alpha_0$ and store $H_0$ and $q_0$.
\item Diagonalise $H_0\pm hP$ once, refill the levels, and record $q^0_\pm$.
\item Converge the calculations at $\alpha_0\pm h$, starting from $H_0$, with the projector, the basis and the quadrature grid fixed, and record $q_\pm$ and $E_\pm$ (without the term $\alpha q$).
\item Form $\chi_{0,h}=(q^0_+-q^0_-)/2h$, $\chi_h=(q_+-q_-)/2h$ and $U_h=1/\chi_{0,h}-1/\chi_h$.
\item For a closed system with integer filling, check $\chi_{0,h}$ against \eqref{sos} and $-1/\chi_h$ against the curvature of the points $(q,E)$. For a level in contact with a reservoir, check $U_h$ against $E''(N_0)$ from energies at fixed $N$.
\end{enumerate}
Plain iteration can diverge in step 3. In the reservoir model an error $\delta\varepsilon$ in the input level produces $\delta N=\chi_0\delta\varepsilon$ at unchanged orbital and returns as $G_{NN}\chi_0\delta\varepsilon$. The linearised iteration $fX_0$ has the eigenvalues of the symmetric operator $-|X_0|^{1/2}f|X_0|^{1/2}$, one diagonal element of which is $-G_{NN}|\chi_0|$, so some component of the error grows when $G_{NN}|\chi_0|>1$. Since $G_{NN}\ge U$ by \eqref{relax}, $U|\chi_0|>1$ is sufficient to make the solution an unstable fixed point. The Fermi function keeps $N$ between $0$ and $1$, so in the hydrogen example below the iteration does not run away but ends up alternating between two occupations. Anderson mixing of the Hamiltonian is used in the examples.

This part has shown that $U=1/\chi_0-1/\chi$ is the interaction part of the curvature of the constrained energy, established how much of it the Hubbard term removes and under which conditions, and given an algorithm for computing it. What remains is the error analysis of that algorithm and its application to the hydrogen atom, H$_2^+$ and LiH.
